# Bulk Susceptibility Shift of a Cylindrical NMR Sample: test program

```python
"""Bulk susceptibility shift of a nucleus in a long cylindrical sample.

Result under test, to first order in chi:
    B_nuc/B0 - 1 = (1/3 - D) chi,   D = sin(theta)^2 / 2
chi   : SI volume susceptibility, M = chi H (dimensionless)
D     : demagnetising factor along the applied field B0
theta : angle between the cylinder axis and B0
B_nuc : field at the nucleus before shielding by its own molecule
The independent road is an explicit sum over point dipoles on a lattice.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad

MAGIC = np.arccos(1 / np.sqrt(3))

# ---- Demagnetising factors from the field of surface poles (M = 1) ----
# Transverse cylinder of unit radius, at an off-centre interior point.
phi = np.linspace(0, 2 * np.pi, 400, endpoint=False)
dx, dy = 0.3 - np.cos(phi), 0.2 - np.sin(phi)
D_transverse = -np.mean(np.cos(phi) * dx / (dx**2 + dy**2))
assert abs(D_transverse - 0.5) < 1e-10

# Sphere of unit radius, at an off-centre interior point.
u, weight_u = np.polynomial.legendre.leggauss(80)
U, PHI = np.meshgrid(u, phi, indexing="ij")
S = np.sqrt(1 - U**2)
dx, dy, dz = 0.3 - S * np.cos(PHI), -S * np.sin(PHI), 0.2 - U
integrand = U * dz / (dx**2 + dy**2 + dz**2) ** 1.5
D_sphere = -np.sum(weight_u * integrand.mean(axis=1)) / 2
assert abs(D_sphere - 1 / 3) < 1e-10


# Axial factor at the centre of a cylinder, from its two charged end discs.
def axial_factor(half_length, radius):
    return 1 - half_length / np.sqrt(half_length**2 + radius**2)


for ratio in (2.0, 10.0, 50.0):
    poles = quad(lambda s: ratio * s / (ratio**2 + s**2) ** 1.5, 0, 1)[0]
    assert abs(poles - axial_factor(ratio, 1.0)) < 1e-10

# Orientational average of the dipole field of one neighbour.
assert abs(quad(lambda c: 3 * c**2 - 1, -1, 1)[0]) < 1e-12

# ---- Self-consistent field in a transverse cylinder: wall matching ----
chi_s, H0, R, A, C = sp.symbols("chi H0 R A C")
matched = sp.solve([-A * R + H0 * R - C / R,
                    (1 + chi_s) * A - H0 - C / R**2], [A, C], dict=True)[0]
assert sp.simplify(matched[A] - H0 / (1 + chi_s / 2)) == 0

# ---- Field magnitude at any angle, c2 = cos(theta)^2, B0 = 1 ----
c2 = sp.symbols("c2", positive=True)
H_transverse = matched[A] / H0
axial = 1 + chi_s / 3
transverse = 1 + (sp.Rational(1, 3) - sp.Rational(1, 2)) * chi_s * H_transverse
magnitude = sp.sqrt(c2 * axial**2 + (1 - c2) * transverse**2)
slope = sp.diff(magnitude, chi_s).subs(chi_s, 0)
assert sp.simplify(slope - (3 * c2 - 1) / 6) == 0
at_magic = magnitude.subs(c2, sp.Rational(1, 3))
second_order = sp.simplify(sp.diff(at_magic, chi_s, 2).subs(chi_s, 0) / 2)
assert second_order == sp.Rational(1, 12)
field_ratio = sp.lambdify((chi_s, c2), magnitude, "numpy")


# ---- Explicit dipole sums: field along z at a site, in units of mu0 M ----
def lattice_field(weight, reach, c=1.0):
    """In-plane spacing 1, spacing c along z; dipoles and field along z."""
    n = np.arange(-reach, reach + 1)
    x, y = np.meshgrid(n, n, indexing="ij")
    in_plane = x * x + y * y
    layers = int(reach / c)
    total = 0.0
    for k in range(-layers, layers + 1):
        z = c * k
        w = weight(x, y, z)
        keep = (w > 0) & (in_plane + z * z > 0)
        r2 = in_plane[keep] + z * z
        total += np.sum(w[keep] * (3 * z * z - r2) / r2**2.5)
    return c * total / (4 * np.pi)


# A graded edge is the mean over nested bodies with radii R_IN to R_OUT.
R_IN, R_OUT, HALF = 12.0, 20.0, 100.5


def graded(distance):
    return np.clip((R_OUT - distance) / (R_OUT - R_IN), 0, 1)


def cylinder(theta):
    ax = np.sin(theta) * np.cos(0.4)
    ay = np.sin(theta) * np.sin(0.4)
    az = np.cos(theta)

    def weight(x, y, z):
        s = x * ax + y * ay + z * az
        rho2 = np.maximum(x * x + y * y + z * z - s * s, 0)
        return graded(np.sqrt(rho2)) * (np.abs(s) <= HALF)
    return weight


def sphere(x, y, z):
    return graded(np.sqrt(x * x + y * y + z * z))


radii = np.linspace(R_IN, R_OUT, 2001)
D_end = np.mean(axial_factor(HALF, radii))
angles = [("parallel", 0.0), ("30 degrees", np.pi / 6),
          ("magic angle", MAGIC), ("perpendicular", np.pi / 2)]
lattice_rows = []
for name, theta in angles:
    summed = lattice_field(cylinder(theta), 104)
    D_field = (D_end * np.cos(theta) ** 2
               + (1 - D_end) / 2 * np.sin(theta) ** 2)
    predicted = 1 / 3 - D_field
    long_limit = 1 / 3 - np.sin(theta) ** 2 / 2
    assert abs(summed - predicted) < 2e-3, (name, summed, predicted)
    lattice_rows.append((name, summed, predicted, long_limit))

# Near field: zero for a cubic lattice, not for a tetragonal one; in both
# cases it adds to the same shape term.
near_cubic = lattice_field(sphere, 21)
near_tetragonal = lattice_field(sphere, 21, c=1.2)
cylinder_tetragonal = lattice_field(cylinder(0.0), 104, c=1.2)
shape_part = cylinder_tetragonal - near_tetragonal
assert abs(near_cubic) < 1e-10
assert abs(near_tetragonal) > 0.1
assert abs(shape_part - (1 / 3 - D_end)) < 5e-3

# ---- Worked example with round model parameters ----
density, xi = 0.03, -1.5e-9            # 1/angstrom^3, eV/T^2
density_ref, xi_ref = 0.01, -3.0e-9    # 1/angstrom^3, eV/T^2
B0 = 10.0                              # T
sigma, sigma_ref = 28e-6, 30e-6        # intrinsic shieldings


def susceptibility(n, magnetizability):
    return const.mu_0 * n * 1e30 * magnetizability * const.e


chi = susceptibility(density, xi)
chi_ref = susceptibility(density_ref, xi_ref)
bohr = const.value("Bohr radius") * 1e10
xi_au = xi * const.e / const.value("atomic unit of magnetizability")
mu0_au = 4 * np.pi * const.fine_structure**2
assert abs(mu0_au * density * bohr**3 * xi_au / chi - 1) < 1e-7

splitting = (const.hbar * const.value("proton gyromag. ratio") * B0
             / const.e)
cases = [("parallel", 0.0), ("perpendicular", np.pi / 2),
         ("magic angle", MAGIC)]
print("Demagnetising factors from surface poles (dimensionless)")
print(f"  sphere {D_sphere:.6f}, transverse cylinder {D_transverse:.6f}")
print(f"  axial, length/diameter 10: {axial_factor(10.0, 1.0):.6f}")
print("Dipole sums on a cubic lattice, field/(mu0 M)")
print(f"  half-length {HALF}, radii {R_IN} to {R_OUT} lattice spacings")
for name, summed, predicted, limit in lattice_rows:
    print(f"  {name}: sum {summed:.4f}, finite formula {predicted:.4f}, "
          f"long limit {limit + 0.0:.4f}")
print("Near field in the Lorentz sphere, field/(mu0 M)")
print(f"  cubic {abs(near_cubic):.4f}, c/a = 1.2 {near_tetragonal:.4f}")
print(f"  c/a = 1.2, parallel cylinder: total {cylinder_tetragonal:.4f}, "
      f"minus near field {shape_part:.4f}")
print("Model sample")
print(f"  density {density} 1/angstrom^3, magnetizability {xi:.2e} eV/T^2")
print(f"  magnetizability {xi_au:.4f} atomic units")
print(f"  mu0 = {mu0_au:.6e} atomic units")
print(f"  chi = {chi * 1e6:.4f} ppm")
print(f"  B0 = {B0} T, proton splitting {splitting:.5e} eV")
print(f"  magic angle = {np.degrees(MAGIC):.4f} degrees")
for name, theta in cases:
    D = np.sin(theta) ** 2 / 2
    shift = (1 / 3 - D) * chi
    full = field_ratio(chi, np.cos(theta) ** 2) - 1
    assert abs(full - shift) < chi**2
    if name == "magic angle":
        assert abs(shift) < 1e-18
        print(f"  {name}: D {D:.4f}, first-order shift {abs(shift)*1e6:.4f}"
              f" ppm, remainder {full * 1e6:.1e} ppm")
    else:
        print(f"  {name}: D {D:.4f}, shift {shift * 1e6:.4f} ppm, "
              f"splitting change {shift * splitting:.4e} eV")
print(f"  parallel minus perpendicular {chi / 2 * 1e6:.4f} ppm")

print("External reference in the same geometry")
print(f"  density {density_ref} 1/angstrom^3, "
      f"magnetizability {xi_ref:.2e} eV/T^2")
print(f"  reference chi = {chi_ref * 1e6:.4f} ppm")
print(f"  shieldings: sample {sigma * 1e6:.1f} ppm, "
      f"reference {sigma_ref * 1e6:.1f} ppm")
observed = {}
for name, theta in cases:
    cos2 = np.cos(theta) ** 2
    f_sample = (1 - sigma) * field_ratio(chi, cos2)
    f_ref = (1 - sigma_ref) * field_ratio(chi_ref, cos2)
    observed[name] = f_sample / f_ref - 1
    linear = (sigma_ref - sigma
              + (1 / 3 - np.sin(theta) ** 2 / 2) * (chi - chi_ref))
    assert abs(observed[name] - linear) < 1e-9
    print(f"  apparent shift, {name}: {observed[name] * 1e6:.4f} ppm")
recovered = (observed["parallel"] + 2 * observed["perpendicular"]) / 3
assert abs(recovered - (sigma_ref - sigma)) < 1e-9
print(f"  recovered from two orientations: {recovered * 1e6:.4f} ppm")
print(f"Magic-angle second-order coefficient of chi^2: {second_order}")
print("tests ok")
```

Running it gives:

```
Demagnetising factors from surface poles (dimensionless)
  sphere 0.333333, transverse cylinder 0.500000
  axial, length/diameter 10: 0.004963
Dipole sums on a cubic lattice, field/(mu0 M)
  half-length 100.5, radii 12.0 to 20.0 lattice spacings
  parallel: sum 0.3207, finite formula 0.3207, long limit 0.3333
  30 degrees: sum 0.2004, finite formula 0.2004, long limit 0.2083
  magic angle: sum -0.0000, finite formula 0.0000, long limit 0.0000
  perpendicular: sum -0.1603, finite formula -0.1603, long limit -0.1667
Near field in the Lorentz sphere, field/(mu0 M)
  cubic 0.0000, c/a = 1.2 -0.1789
  c/a = 1.2, parallel cylinder: total 0.1417, minus near field 0.3206
Model sample
  density 0.03 1/angstrom^3, magnetizability -1.50e-09 eV/T^2
  magnetizability -3.0456 atomic units
  mu0 = 6.691763e-04 atomic units
  chi = -9.0601 ppm
  B0 = 10.0 T, proton splitting 1.76086e-06 eV
  magic angle = 54.7356 degrees
  parallel: D 0.0000, shift -3.0200 ppm, splitting change -5.3179e-12 eV
  perpendicular: D 0.5000, shift 1.5100 ppm, splitting change 2.6589e-12 eV
  magic angle: D 0.3333, first-order shift 0.0000 ppm, remainder 6.8e-06 ppm
  parallel minus perpendicular -4.5300 ppm
External reference in the same geometry
  density 0.01 1/angstrom^3, magnetizability -3.00e-09 eV/T^2
  reference chi = -6.0401 ppm
  shieldings: sample 28.0 ppm, reference 30.0 ppm
  apparent shift, parallel: 0.9934 ppm
  apparent shift, perpendicular: 2.5034 ppm
  apparent shift, magic angle: 2.0001 ppm
  recovered from two orientations: 2.0001 ppm
Magic-angle second-order coefficient of chi^2: 1/12
tests ok
```
